\section*{Why Screening Cutoffs Keep a Self-Consistent Iteration Oscillating}

\section{A cycle without a solution}

Q: My self-consistent calculation settles quickly at first, and then the density changes by a few parts in a million for ever. The program drops small terms below a screening cutoff. Why should that matter, if the dropped terms are negligible?

A: A small term makes a small error, but switching it on and off makes a small discontinuity. Take one density variable $x$, and let $F(x)$ be the output density obtained from the potential built with $x$. A solution satisfies $F(x)=x$, so the residual $R(x)=F(x)-x$ must vanish. Suppose that a term is dropped for $x<x_c$ and kept for $x\ge x_c$. Put $u=x-x_c$, and take $F$ to be linear near the cutoff with the same slope $1-k$ on both sides, where $k>0$. Subtracting $x$ changes this slope to $-k$, hence
\begin{equation}
R(u)=\begin{cases} r_- - ku, & u<0,\\ -r_+ - ku, & u\ge 0.\end{cases}
\label{eq:R}
\end{equation}
On crossing from left to right the output drops by
\begin{equation}
J=r_-+r_+ .
\end{equation}
If $r_-$ and $r_+$ are both positive, then $R>r_-$ on the left and $R\le -r_+$ on the right. The residual changes sign without passing through zero, and there is no fixed point. A continuous $F$ could not do this.

Q: Could a better convergence accelerator find the solution?

A: Not for this $F$, because there is none to find. Every point has $|R|\ge\min(r_-,r_+)$, whichever algorithm proposed it.

Q: Does every cutoff cause this trouble?

A: No. For the solution to be missing, the jump must be downward and must straddle zero. If both one-sided limits of $R$ at the cutoff have the same sign, there is an ordinary fixed point on one side, although weakly damped mixing may still fail to reach it, as the next section shows. An upward jump that straddles zero does something else. Let the limits be $R_L<0$ on the left and $R_R>0$ on the right. The equations $R_L-ku=0$ and $R_R-ku=0$ give $u=R_L/k<0$ and $u=R_R/k>0$. Both points lie on their proper sides, so there are two solutions, a distance $(R_R-R_L)/k$ apart, and the starting density can decide which one is reached.

\section{The amplitude under simple mixing}

Q: I use simple mixing. How large is the oscillation?

A: Simple mixing with parameter $\alpha>0$ replaces $x$ by $x+\alpha R(x)$. With (\ref{eq:R}) and $\lambda=1-\alpha k$ this is
\begin{equation}
u'=\begin{cases}\lambda u+\alpha r_-, & u<0,\\ \lambda u-\alpha r_+, & u\ge0.\end{cases}
\label{eq:map}
\end{equation}
I assume $|\lambda|<1$, that is $0<\alpha k<2$, which is also the condition for mixing to converge when there is no jump. The simplest cycle alternates between $u_-<0$ and $u_+\ge0$:
\begin{align}
u_+&=\lambda u_-+\alpha r_-, & u_-&=\lambda u_+-\alpha r_+ .
\label{eq:two}
\end{align}
Subtract the second equation from the first, and call the peak-to-peak width $W=u_+-u_-$. Then $W=-\lambda W+\alpha J$, so
\begin{equation}
W=\frac{\alpha J}{1+\lambda}=\frac{\alpha J}{2-\alpha k}.
\label{eq:W2}
\end{equation}
The amplitude about the midpoint is half of this.

Q: When does the iteration really alternate in this way?

A: Substitute each equation of (\ref{eq:two}) into the other and solve:
\begin{equation}
u_+=\frac{\alpha(r_--\lambda r_+)}{1-\lambda^2},\qquad
u_-=-\frac{\alpha(r_+-\lambda r_-)}{1-\lambda^2}.
\end{equation}
The assumed signs require $r_-\ge\lambda r_+$ and $r_+>\lambda r_-$. For $-1<\lambda\le0$ both hold automatically. In that range (\ref{eq:map}) sends each negative $u$ to a positive one and each $u\ge0$ to a negative one, so every orbit alternates. Its distance from the two-cycle is multiplied by $\lambda$ at each step and dies out. For $\lambda<0$ the two sign conditions even allow one of $r_\pm$ to be negative: with $r_+=J-r_-$ they read $\lambda/(1+\lambda)\le r_-/J<1/(1+\lambda)$. A downward jump that just misses zero then carries a stable two-cycle of the same width beside a true fixed point, and the start decides which is reached. Reducing $\alpha$ until $\lambda\ge0$ removes this kind of cycle. For $0<\lambda<1$ the two-cycle needs $r_-$ and $r_+$ to be sufficiently alike; otherwise the iteration sometimes takes more than one step on one side before it crosses.

Q: Is there still a simple estimate for those longer cycles?

A: Yes. For $0<\lambda<1$, a point on the left moves up by at least $\alpha r_-$ per step until it crosses, and it lands below $\alpha r_-$. A point on the right moves down until it crosses, and it lands no lower than $-\alpha r_+$. The orbit therefore ends up in the interval $[-\alpha r_+,\alpha r_-)$, of length $\alpha J$, and stays there.

Within each side the map preserves order. The image of a left point is at least $\alpha r_--\lambda\alpha r_+$, and the image of a right point is below $\lambda\alpha r_--\alpha r_+$. The first number exceeds the second by $\alpha J(1-\lambda)>0$, so all left images lie above all right images. In a cycle, let $a$ be the highest point on the left and $b$ the lowest on the right. Then $a$ goes to the top of the cycle and $b$ to the bottom:
\begin{equation}
W=(\lambda a+\alpha r_-)-(\lambda b-\alpha r_+)=\alpha J-\lambda(b-a).
\end{equation}
Since $0\le b-a\le W$,
\begin{equation}
\frac{\alpha J}{1+\lambda}\le W\le\alpha J .
\label{eq:bounds}
\end{equation}
The upper bound is proportional to $\alpha$, and the lower bound is more than half of it. Small enough mixing thus shrinks the oscillation but does not remove it. Between the bounds the width need not change monotonically with $\alpha$.

Q: Can the factor between these bounds be found?

A: It follows from the period. Order the points of a cycle of period $p$ as $y_0<y_1<\dots<y_{p-1}$, with $m$ of them on the right. The $p-m$ left points become the top $p-m$ points in the same order, and the $m$ right points become the bottom $m$. Hence $y_i$ goes to $y_{i+m}$, with the index taken modulo $p$. All points belong to one orbit, so $m$ and $p$ have no common factor.

Now follow the gaps $g_i=y_{i+1}-y_i$. The lowest point $y_0$ is on the left and goes to $y_m$; the highest, $y_{p-1}$, is on the right and goes to $y_{m-1}$. The gap between their images is
\begin{equation}
g_{m-1}=(\lambda y_0+\alpha r_-)-(\lambda y_{p-1}-\alpha r_+)=\alpha J-\lambda W .
\end{equation}
A gap with both ends on one side is multiplied by $\lambda$, and its index advances by $m$. Starting from $g_{m-1}$, the indices $jm-1$ modulo $p$, for $j=1,\dots,p-1$, visit each of the $p-1$ gaps once. The last one, with index $p-m-1$, is the gap across the cutoff, so every earlier gap does lie on one side. The sum of the gaps is the width:
\begin{align}
W&=(\alpha J-\lambda W)(1+\lambda+\dots+\lambda^{p-2})
=(\alpha J-\lambda W)\frac{1-\lambda^{p-1}}{1-\lambda}.
\end{align}
Multiply by $1-\lambda$ and collect $W$. Its coefficient is $1-\lambda+\lambda(1-\lambda^{p-1})=1-\lambda^p$, which gives
\begin{equation}
W=\alpha J\,\frac{1-\lambda^{p-1}}{1-\lambda^p}.
\label{eq:Wp}
\end{equation}
For $p=2$ this is (\ref{eq:W2}), and for large $p$ at fixed $\lambda$ it tends to $\alpha J$. The split of $J$ into $r_-$ and $r_+$ affects the width through the period alone. I have not shown that every orbit settles into a cycle; (\ref{eq:Wp}) applies when it does.

\section{A model with numbers}

Q: Can you show me a case where the jump comes from an interaction term that a cutoff drops?

A: Take two electrons in one orbital on two sites, in mean field, with round parameters: hopping $T=1$~eV and on-site repulsion $U=2$~eV. The variable is the polarization $q=n_1-1$, in electrons, where $n_1$ is the occupation of site 1. Since $n_1-n_2=2q$, the mean-field potentials $Un_i/2$ differ by $Uq$. An offset $\Delta$ favours site 1, and a weak extra repulsion contributes $wq$. The site-energy difference is
\begin{equation}
d=-\Delta+Uq+wq\,\theta(|wq|-\tau),
\end{equation}
where the step function $\theta$ drops the last term when its size is below $\tau=10^{-5}$~eV. The Hamiltonian has diagonal elements $\pm d/2$ and off-diagonal element $-T$. Its lower orbital gives
\begin{equation}
q_{\rm out}=-\frac{d}{\sqrt{d^2+4T^2}} .
\label{eq:q}
\end{equation}
Differentiation gives the response $\chi=-dq_{\rm out}/dd=4T^2/(d^2+4T^2)^{3/2}$. From (\ref{eq:q}), $1-q^2=4T^2/(d^2+4T^2)$ at $q_{\rm out}=q$, so $\chi=(1-q^2)^{3/2}/(2T)$.

I choose $w=\tau/0.3=3.33\times10^{-5}$~eV, which puts the cutoff at $q_c=0.3$. There $\chi=0.91^{3/2}/2=0.434$ per eV. The output depends on the input through $Uq$, with slope $-\chi U$, so $k=1+\chi U=1.868$. The much smaller slope due to $w$ is neglected in the formulas. Keeping the term raises $d$ by $\tau$ at the cutoff, and to leading order in $\tau$ the output drops by
\begin{equation}
J=\chi\tau=4.34\times10^{-6}\ \text{electrons}.
\end{equation}

Q: For which offsets is there no solution?

A: By (\ref{eq:q}), an output of $q_c$ requires $d_c=-2Tq_c/\sqrt{1-q_c^2}=-0.62897$~eV. With the term dropped, the output must exceed $q_c$, so $-\Delta+Uq_c<d_c$. With the term kept, it must fall below $q_c$, so $-\Delta+Uq_c+\tau>d_c$. Together,
\begin{equation}
Uq_c-d_c<\Delta<Uq_c-d_c+\tau .
\end{equation}
The window begins at $0.6+0.62897=1.22897$~eV, and its width is the cutoff $\tau$ itself. Inside it the two rules contradict each other: without the weak extra term the polarization grows until the term must be kept, and with it the polarization shrinks until the term must be dropped.

I place $\Delta$ deliberately at $0.35\tau$ above the lower edge. Then $r_-=0.35J=1.52\times10^{-6}$ and $r_+=0.65J=2.82\times10^{-6}$ electrons. Iterating the full model from $q=0.25$, with the $2\times2$ Hamiltonian diagonalized at every step and the first 2000 steps discarded, gives these cycles. Widths, largest steps and largest residuals are in $10^{-6}$ electrons.

\begin{center}
\begin{tabular}{cccccc}
$\alpha$ & $\lambda$ & $p$ & $W$ & step & $|R|$\\
0.05 & 0.907 & 11 & 0.206 & 0.147 & 2.95\\
0.10 & 0.813 & 8 & 0.410 & 0.309 & 3.09\\
0.20 & 0.626 & 5 & 0.813 & 0.672 & 3.36\\
0.30 & 0.440 & 2 & 0.905 & 0.905 & 3.02\\
0.60 & $-0.121$ & 2 & 2.96 & 2.96 & 4.94\\
1.00 & $-0.868$ & 2 & 32.9 & 32.9 & 32.9
\end{tabular}
\end{center}

Q: How do I read the widths from your formulas?

A: For $\alpha=0.3$, (\ref{eq:W2}) gives $0.3\times4.3404\times10^{-6}/(2-0.5604)=9.045\times10^{-7}$ electrons. For $\alpha=0.1$ the period is 8, and (\ref{eq:Wp}) gives $4.34\times10^{-7}\times(1-0.813^7)/(1-0.813^8)=4.10\times10^{-7}$ electrons. The change to period 2 occurs where $\lambda=r_-/r_+=0.35/0.65=0.538$, that is at $\alpha=(1-0.538)/1.868=0.247$.

Without damping, $\alpha=1$, the denominator $2-k=0.132$ makes the oscillation 7.6 times the jump. Since $|\lambda|/(1+\lambda)=6.6$ there, this two-cycle also exists for offsets up to $6.6\tau$ outside either edge of the window, where a solution does exist; with $\Delta$ at $2\tau$ below the lower edge, the iteration from $q=0.25$ falls into it. The two-cycle width grows without bound as $\alpha k\to2$ in the linear model; once the excursion is large, the curvature of $F$ matters and (\ref{eq:W2}) fails.

Q: Do the long periods mean anything?

A: They reflect the unequal residuals. Over a complete cycle the steps $\alpha R$ add to zero, so the mean of $R$ is zero. If a fraction $\rho$ of the points lies on the right and $\bar u$ is the mean of $u$, then $(1-\rho)r_--\rho r_+=k\bar u$, or
\begin{equation}
\rho=\frac{r_--k\bar u}{J}.
\end{equation}
For $0<\lambda<1$ we have $|\bar u|\le\alpha J$, so $\rho$ differs from $r_-/J$ by at most $\alpha k$ and tends to it as $\alpha\to0$. Here $r_-/J=0.35$. At $\alpha=0.05$ the cycle has 4 of its 11 points on the right, a fraction of 0.364.

\section{What a convergence test sees}

Q: If I reduce $\alpha$ far enough, my program says it has converged. Has it?

A: That depends on what it tests. The change per iteration is $\alpha|R|$, which can be made small by choosing $\alpha$ small. With a tolerance of $5\times10^{-7}$ electrons on the change, the runs at $\alpha=0.05$ and $0.10$ pass at every step of the cycle, while the run at $0.20$ has steps that fail. Yet their largest residuals are all about $3\times10^{-6}$ electrons.

The largest residual cannot be pushed below a floor in this way. A cycle must visit both sides, since otherwise all its steps would have one sign and could not add to zero. It therefore contains a residual of size at least $\max(r_-,r_+)\ge J/2$, for any $\alpha$.

Q: So should I test the residual instead?

A: Yes, and over enough successive iterates to include points on both sides of the cutoff. A tolerance below $\min(r_-,r_+)$ is never met, but one between $r_-$ and $r_+$ can be met by accident. At $\alpha=0.05$ the left points obey $|u|\le\alpha r_+$, so their residuals are at most $r_-+\alpha kr_+=1.78\times10^{-6}$ electrons. A tolerance of $2\times10^{-6}$ accepts each of them and rejects each point on the right, where $|R|\ge2.82\times10^{-6}$. Since 7 of the 11 points lie on the left, some of them follow one another, so even two successive passes can be accidental.

There is also a useful upper limit. For $0\le\lambda<1$, residuals in the cycle do not exceed $r_-+\alpha kr_+$ on the left or $r_++\alpha kr_-$ on the right. Since $\alpha k\le1$, both are at most $J$. For a single cutoff and $\alpha k\le1$, a residual tolerance $\varepsilon$ is therefore met throughout the cycle if $\chi\tau<\varepsilon$; this condition is sufficient, not necessary. With $\varepsilon=10^{-6}$ electrons and $\chi=0.434$ per eV, a cutoff $\tau$ below $10^{-6}/0.434=2.3\times10^{-6}$~eV is enough. If lowering $\tau$ moves the cutoff to another density, $\chi$ must be taken there. In the two-site model $\chi$ never exceeds $1/(2T)=0.5$ per eV, so $\tau<2\times10^{-6}$~eV suffices wherever the cutoff lies.

\section{Many terms, many variables}

Q: You had to tune the offset to within $10^{-5}$~eV. Why would a real calculation hit such a window?

A: One cutoff needs a coincidence; closely spaced cutoffs raise the chance. Suppose that equal downward jumps $J$ occur at a spacing $a$ in $x$. Over one spacing the residual falls by $ka$ continuously and by $J$ in a jump. If an offset added to $F$ is uniformly random over this total fall, the zero level lands inside a jump with probability
\begin{equation}
P=\frac{J}{J+ka}.
\end{equation}
With the model's $J$ and $k$, the chance reaches one half when $a=J/k=2.3\times10^{-6}$ electrons. Real jumps differ in size and sign, so this is an estimate of the trend. It counts only the cases without a fixed point; for $\lambda<0$ a two-cycle also exists over a wider range of offsets, so cycling can be more frequent. The single-cutoff widths for $0<\lambda<1$ also assume that the cycle does not reach a second cutoff. If $\alpha J<a$, an orbit that has entered $[-\alpha r_+,\alpha r_-)$ stays there, but a start farther away may lead to a wider cycle across several cutoffs. The stronger condition $\alpha J\le\lambda a$ excludes this for every start: for a point $n$ cutoffs farther out, the extra jumps move the image inward by $n\alpha J$, while the term $\lambda u$ holds it back by at least $n\lambda a$, so it cannot overshoot the interval.

Q: My density has thousands of components. What becomes of the amplitude?

A: Let $\mathbf u$ be the density vector measured from a point on the cutoff surface. Replace $k$ by a matrix $K$, and the residuals at the two sides by vectors $\mathbf r_-$ and $-\mathbf r_+$, with $\mathbf J=\mathbf r_-+\mathbf r_+$. If a two-cycle crosses the surface, its points obey $\mathbf u_+=(I-\alpha K)\mathbf u_-+\alpha\mathbf r_-$ and $\mathbf u_-=(I-\alpha K)\mathbf u_+-\alpha\mathbf r_+$. Subtraction gives
\begin{equation}
\mathbf u_+-\mathbf u_-=\alpha(2I-\alpha K)^{-1}\mathbf J .
\end{equation}
If $K$ can be diagonalized, a component of $\mathbf J$ along an eigenvector with eigenvalue $\kappa$ is multiplied by $\alpha/(2-\alpha\kappa)$. A small jump can therefore cause a large oscillation along a mode for which $\alpha\kappa$ is close to 2.

\section{Removing the cycle}

Q: What can I change besides the tolerance?

A: One remedy is to decide once which terms are kept and then freeze the list. Each frozen map is continuous and has a fixed point. With the term dropped, $r_--ku=0$ gives $u=r_-/k=8.1\times10^{-7}$ electrons. With it kept, $u=-r_+/k=-1.51\times10^{-6}$. Each solution lies on the side where the cutoff rule would have made the other choice. The iteration converges, but the answer carries an ambiguity $J/k=2.3\times10^{-6}$ electrons from the choice of list.

Q: Would it be better to switch the term on smoothly?

A: That restores a fixed point, but the switch must be wide enough. Let the term grow linearly over a width $\delta$ in $x$, centred on the cutoff. The residual is $r_-+k\delta/2>0$ at the left end and $-r_+-k\delta/2<0$ at the right end, so by continuity it vanishes in between. Inside the switch its slope is $-(k+J/\delta)$, and the mixed map has slope $1-\alpha(k+J/\delta)$. This is below 1, and it exceeds $-1$ if
\begin{equation}
\alpha\left(k+\frac J\delta\right)<2
\quad\Longleftrightarrow\quad
\delta>\frac{\alpha J}{2-\alpha k}.
\end{equation}
Outside the switch the slope is $\lambda$. When the condition holds, all slopes are smaller than 1 in magnitude, the map is a contraction, and the iteration converges from any start within the linear model.

The required width is the two-cycle width (\ref{eq:W2}). A narrower switch has a fixed point that mixing cannot hold. At $\alpha=0.3$ the critical width is $9.05\times10^{-7}$ electrons. In the two-site model, with a switch of 0.9 times this width, the residual still reaches $2.4\times10^{-6}$ electrons after 1000 iterations; with 1.1 times this width it has fallen below $10^{-13}$.

Q: How can I tell such a cycle from rounding noise in my own runs?

A: Freeze the list of kept terms. If the cutoff was the cause, the residual falls below its former floor; a floor set by rounding remains. Changing $\alpha$ does not separate the two reliably. A program that rounds in the same way every time also computes an output with small jumps, and a downward jump that straddles zero causes the same kind of cycle whatever its origin. Nor does the width always follow $\alpha$. By (\ref{eq:Wp}) it jumps up where the period lengthens, as it does just below $\alpha=0.247$ in the model, so a small reduction of $\alpha$ can even widen the cycle. Changing $\tau$ alone is also less conclusive than freezing the list. It changes $J$, but it also moves the cutoff, so the cycle may vanish because the solution no longer falls in the jump.
